# Attempt rate of end-nucleated reversal in a spin chain

**Q:** My elongated magnetic bits reverse by a wall entering from one end. I extract barriers with the attempt rate of a single macrospin. What could be wrong with that, apart from the barrier itself?

**A:** The prefactor compares thermal fluctuations at the saddle with those at the minimum, and a wall has a different fluctuation spectrum from a uniformly rotated moment. A chain shows this with few ingredients. Take $N$ classical unit spins with free ends, exchange $J$, easy-axis anisotropy $K$ per spin along $z$, a hard axis $y$ and a reversing field. In units of $2K$,

$$e=\sum_i\tfrac12\delta^2|\mathbf m_i-\mathbf m_{i+1}|^2+\sum_i\left[\tfrac12(1-m_{z,i}^2)+\tfrac12\kappa m_{y,i}^2+h\,m_{z,i}\right],$$

with $\delta^2=J/2K$, $\kappa>0$ and $0<h<1$. The state $+z$ is metastable. Dipolar fields enter only through the effective local anisotropies $K$ and $\kappa$. I take $\delta\gg1$ and measure length $x$ in units of $\delta$ spacings. The chain energy unit is then $\varepsilon=2K\delta$.

**Q:** Where exactly do the fluctuations enter the rate?

**A:** Let $u_i$ and $p_i$ be small deviations in the $xz$ plane and along $y$. Both the minimum and the saddle lie in that plane, so the symmetry $y\to-y$ forbids $up$ terms, and the Hessian splits into blocks $H_u$ and $H_p$. With $\mathbf g=\partial e/\partial\mathbf m$, the noise-free Landau–Lifshitz–Gilbert equation is $\dot{\mathbf m}=\mathbf m\times\mathbf g+\alpha\,\mathbf m\times(\mathbf m\times\mathbf g)$, in time units $(1+\alpha^2)/\gamma B_K$, where $B_K=2K/\mu$ and $\mu$ is the moment per spin. Linearized,

$$\dot u=-\alpha H_uu-H_pp,\qquad \dot p=H_uu-\alpha H_pp .$$

Write this as $\dot\eta=-MH\eta$, with $\eta=(u,p)$ and $M$ having blocks $\alpha,1;-1,\alpha$. White noise at temperature $T$, measured in this derivation in units of $2K/k_B$, gives the Fokker–Planck current $\mathbf J=-M(H\eta+T\nabla)\rho$, up to a divergence-free part that carries no net flux.

Near the saddle put $\rho=\rho_{eq}F(s)$, $s=w\cdot\eta$, where $F$ falls from 1 on the metastable side to 0 beyond. Since $\nabla\rho_{eq}=-H\eta\,\rho_{eq}/T$, the condition $\nabla\cdot\mathbf J=0$ becomes

$$T(w\cdot Mw)F''-(\eta\cdot HMw)F'=0 .$$

It closes on $s$ if $HMw=-\lambda_+w$. As $HM=H(MH)H^{-1}$, this $\lambda_+$ is the growth rate of the unstable motion. The antisymmetric part of $M$ drops out of $w\cdot Mw=\alpha|w|^2$. Normalize $w$ so that this equals $\lambda_+$. Then $TF''+sF'=0$ and $F'=-e^{-s^2/2T}/\sqrt{2\pi T}$. The flux through $s=0$ is

$$\Gamma_1=\int d\eta\,\delta(s)\,w\cdot\mathbf J=\frac{T\lambda_+}{\sqrt{2\pi T}}\int d\eta\,\delta(w\cdot\eta)\rho_{eq}.$$

For the last integral, $Mw=-\lambda_+H^{-1}w$ gives $w\cdot H^{-1}w=-1$. The Hessian restricted to the plane $s=0$ has determinant $\det H\,(w\cdot H^{-1}w)/|w|^2=|\det H|/|w|^2$. This is positive; with a single negative mode in $H$, the restricted form is therefore positive definite. The Gaussian integral over the plane, with the factor $1/|w|$ from the delta function, is $(2\pi T)^{N-1/2}/\sqrt{|\det H_s|}$. Normalization by the well contributes $\sqrt{\det H_{min}}/(2\pi T)^N$. The powers of $T$ cancel, and for $n_s$ equivalent saddles

$$\Gamma=n_s\frac{\lambda_+}{2\pi}\sqrt{\frac{\det H_{min}}{|\det H_s|}}\;e^{-\Delta E/k_BT}.$$

This needs a barrier well above $k_BT$, a harmonic saddle, and enough damping that a spin trajectory loses much more than $k_BT$ per cycle. Otherwise the well is not in equilibrium near the saddle energy.

**Q:** What does it give for the macrospin?

**A:** For one spin at angle $\theta$ from $+z$, $e=\frac12\sin^2\theta+h\cos\theta$. The saddle has $\cos\theta=h$, with two choices, toward $+x$ or $-x$. Its in-plane curvature is $\cos2\theta-h\cos\theta=-(1-h^2)$. Along $y$ it is $\cos^2\theta-h\cos\theta+\kappa=\kappa$. At the minimum the curvatures are $1-h$ and $1-h+\kappa$. Hence

$$\left.\frac{\det H_{min}}{|\det H_s|}\right|_{macro}=\frac{(1-h)(1-h+\kappa)}{(1-h^2)\kappa}=\frac{1-h+\kappa}{(1+h)\kappa}.$$

**Q:** And the saddle of the chain?

**A:** In the continuum the planar energy is $\int[\frac12\theta'^2+\frac12\sin^2\theta+h\cos\theta]dx$ in units of $\varepsilon$. Stationarity gives $\theta''=\sin\theta\cos\theta-h\sin\theta$, with $\theta'=0$ at the free end $x=0$ and $\theta\to0$ far away. Multiplying by $\theta'$ and integrating,

$$\theta'^2=\sin^2\theta-2h(1-\cos\theta).$$

Set $t=\tan(\theta/2)$. Then $\theta'=2t'/(1+t^2)$, $\sin\theta=2t/(1+t^2)$ and $1-\cos\theta=2t^2/(1+t^2)$, so

$$t'^2=t^2-ht^2(1+t^2)=m^2t^2-ht^4,\qquad m^2=1-h.$$

The solution is $t=(m/\sqrt h)\,\mathrm{sech}(mx)$, a partial wall at the end. At $x=0$ the first integral gives $\cos\theta_0=2h-1$. There are two ends and two turning directions, so $n_s=4$.

For the barrier $b=\Delta E/\varepsilon$, the profile is stationary, so only the explicit $h$ contributes to the derivative:

$$\frac{db}{dh}=-\int_0^\infty(1-\cos\theta)dx=-2\int_0^\infty\frac{m^2\,dx}{m^2+h\cosh^2mx}.$$

With $v=\tanh mx$ and $m^2+h=1$, the last integral is $\int_0^1m\,dv/(1-m^2v^2)=\mathrm{artanh}\,m$. Since $b=0$ at $h=1$ and $dh=-2m\,dm$,

$$b=\int_0^m4m'\,\mathrm{artanh}\,m'\,dm'=2m-2h\,\mathrm{artanh}\,m .$$

**Q:** Can the determinant of such a large Hessian be found in closed form?

**A:** In the plane, yes. $H_u$ is tridiagonal, with off-diagonal elements $-b_i$, $b_i=\delta^2\cos(\theta_i-\theta_{i+1})$, and diagonal elements $d_i$ equal to the adjacent $b$'s plus $V_i=\cos2\theta_i-h\cos\theta_i$. Its leading minors obey $D_k=d_kD_{k-1}-b_{k-1}^2D_{k-2}$. Put $D_k=(b_1\cdots b_k)\,y_{k+1}$ and divide by $b_1\cdots b_{k-1}$:

$$b_ky_{k+1}=d_ky_k-b_{k-1}y_{k-1}.$$

This is $H_uy=0$, started at the free end with $y_1=1$. At the last site there is no $b_N$, so

$$\det H_u=\Big(\prod_{i=1}^{N-1}b_i\Big)\left[b_{N-1}(y_N-y_{N-1})+V_Ny_N\right]\simeq\Big(\prod_{i=1}^{N-1}b_i\Big)\,\delta\,y'(L).$$

For a wide wall, $y$ solves $-y''+(\cos2\theta-h\cos\theta)y=0$ with $y(0)=1$, $y'(0)=0$. At the minimum $y=\cosh mx$, so $y'(L)\simeq\frac m2e^{mL}$.

At the saddle one solution is known: differentiating the profile equation shows that $f=\theta'$ solves the same equation. The Wronskian $fy'-f'y$ is constant. At $x=0$, $f=0$ and $y=1$, so it equals $-\theta''(0)$. Far away $\theta\simeq ce^{-mx}$ with $c=4m/\sqrt h$, and $y\simeq Be^{mx}$. The Wronskian there is $(-cm)(mB)-(cm^2)B=-2cm^2B$. Thus $B=\theta''(0)/(2cm^2)$, and the ratio of the two values of $y'(L)$ is $2B$.

Now $\theta''(0)=\sin\theta_0(\cos\theta_0-h)=-m^2\sin\theta_0$, and $\sin\theta_0=\sqrt{1-(2h-1)^2}=2m\sqrt h$. Therefore

$$\frac{\det H_{u,s}}{\det H_{u,min}}\to-\frac{\sin\theta_0}{c}=-\frac h2\qquad(\delta\to\infty).$$

The length has dropped out, provided $mL\gg1$ and the nucleus is far from the other end. The negative sign belongs to the unstable mode.

**Q:** My spins sit on a lattice. How fast is that limit reached?

**A:** Slowly, because the product of $b_i$ differs between the two states. At the saddle it carries the extra factor

$$\prod_i\cos(\theta_i-\theta_{i+1})\simeq\exp\Big[-\tfrac12\sum_i(\theta_i-\theta_{i+1})^2\Big]\simeq e^{-b/2\delta}.$$

The last step uses $\sum_i(\theta_i-\theta_{i+1})^2\simeq\frac1\delta\int\theta'^2dx$ and $\int\theta'^2dx=b$, which follows from the first integral. Canted bonds are softer for in-plane motion. The correction is of order $1/\delta$, whereas the remaining discretization error is of order $1/\delta^2$.

**Q:** What about fluctuations out of the plane?

**A:** Write $\mathbf m=\sqrt{1-p^2}\,\mathbf n+p\,\hat{\mathbf y}$, where $\mathbf n$ is the saddle profile. To second order the exchange gives $\frac12p'^2-\frac12p^2\theta'^2$, and the local terms give $\frac12p^2(\cos^2\theta+\kappa-h\cos\theta)$. The operator is

$$L_p=-\partial_x^2+\cos^2\theta-\theta'^2-h\cos\theta+\kappa .$$

Its lattice couplings remain $-\delta^2$, so there is no bond factor. Inserting the profile equation shows $L_p\sin\theta=\kappa\sin\theta$: without the hard axis, rotation about $z$ would cost nothing. As $\sin\theta$ has no node, $\kappa$ is the lowest eigenvalue, the same value as for the macrospin.

I have no closed determinant at general $h$, but small $h$ is tractable. There $t=1$ lies at $X\simeq\frac12\ln(4/h)$, a full wall well inside the chain, with $\sin\theta\simeq\theta'^2/\sin\theta\simeq\mathrm{sech}(x-X)$. Then $L_p\to-\partial_x^2+q^2-2\,\mathrm{sech}^2(x-X)$, $q=\sqrt{1+\kappa}$. A growing solution is $e^{qx}[q-\tanh(x-X)]$, as substitution confirms. Its amplitude changes from $q+1$ before the wall to $q-1$ after it, while the solution at the minimum has no such change. Hence

$$\frac{\det H_{p,s}}{\det H_{p,min}}\to\frac{q-1}{q+1}\qquad(h\to0).$$

**Q:** So the inverse ratio diverges as $2/h$. Does the attempt rate diverge too?

**A:** No. We must separate the soft wall coordinate from the other modes. Add a constant $\nu$ to the in-plane operator in both states. The determinant ratio is $(\Lambda+\nu)G(\nu)$, where $\Lambda$ is the unstable curvature and $G$ collects everything else. For $h\ll\nu\ll1$ the wall result applies with $\kappa$ replaced by $\nu$, and it gives $\nu/4$. So $G(0)\to1/4$. At $\nu=0$ the ratio must be $-h/2$, hence $\Lambda\to-2h$. The two inverse ratios become

$$\frac2h=\frac1{2h}\cdot4,\qquad \frac{q+1}{q-1}=\frac{(q+1)^2}{\kappa}=\frac{1+\kappa}\kappa\left(1+\frac1q\right)^2.$$

The first factor in each product comes from one soft mode. The factors $4$ and $(1+1/q)^2$ come from the other spin waves, which a macrospin lacks. They exceed one because the wall gives those modes more thermal phase space.

A flat saddle also slows the crossing. For small $h$ the unstable in-plane mode and the soft out-of-plane mode both have the shape $\mathrm{sech}(x-X)$, so the dynamics reduces to two amplitudes:

$$\lambda_+^2+\alpha(\kappa-2h)\lambda_+-2h\kappa(1+\alpha^2)=0 .$$

For $\alpha\to0$, $\lambda_+=\sqrt{2h\kappa}$, and the prefactor is

$$\frac4{2\pi}\sqrt{2h\kappa\cdot\frac2h\cdot\frac{(q+1)^2}\kappa}=\frac{8(q+1)}{2\pi}.$$

The field cancels. In the same limits the macrospin gives $\frac2{2\pi}\sqrt{\kappa}\sqrt{(1+\kappa)/\kappa}=2q/2\pi$. The chain-to-macrospin ratio is therefore $4(1+1/q)$, including a factor 2 from the number of saddles. Here $\alpha\to0$ is a limit of this rate formula; in a real system damping must still satisfy the energy-loss condition.

**Q:** And with appreciable damping?

**A:** If $8h(1+\alpha^2)\ll\alpha^2\kappa$, the quadratic gives $\lambda_+\simeq2h(1+\alpha^2)/\alpha$. The crossing rate then falls as $h$ while the Hessian factor grows as $h^{-1/2}$, so the prefactor falls as $\sqrt h$. It can drop below the macrospin value.

**Q:** Please put numbers on a case like mine.

**A:** I choose round model parameters: $\delta=8$, $N=112$ (so $L=14$), $h=0.2$, $\kappa=1$, $\alpha=0.1$, $B_K=0.5$ T and a barrier of $60\,k_BT$. The lattice barrier is $1.211\,\varepsilon$. At 300 K these values give $\mu=2K/B_K\simeq5500$ Bohr magnetons per chain spin, so each spin stands for a whole slice of the bit, not for an atom. Uniform rotation would cost $4.48\,\varepsilon$ and has five unstable modes, so it is no transition state here. The macrospin below serves as a source of a prefactor, used with the chain's barrier.

In the plane, the determinant ratio is $-0.0932$ at $\delta=8$ and extrapolates to $-0.1000$, in agreement with $-h/2$. The bond factor, $0.927$, accounts for most of the difference. Out of the plane the ratio is $0.2435$. Thus

$$\frac{\det H_{min}}{|\det H_s|}=\frac1{0.0932\times0.2435}\simeq44.0,$$

against $1.8/1.2=1.5$ for the macrospin. Of the 44.0, the two soft modes supply $1.96\times1.80$ and the other modes $5.47\times2.28$. At this field, most of the enhancement thus comes from modes the macrospin does not have.

The growth rates are $0.617$ for the chain and $0.983$ for the macrospin. The attempt-rate ratio is

$$2\times\sqrt{\frac{44.0}{1.5}}\times\frac{0.617}{0.983}=2\times5.42\times0.628\simeq6.8 .$$

With $\gamma B_K/(1+\alpha^2)=8.72\times10^{10}\ \mathrm{s^{-1}}$, the attempt rates are $2.3\times10^{11}\ \mathrm{s^{-1}}$ for the chain and $3.3\times10^{10}\ \mathrm{s^{-1}}$ for the macrospin. Since the spins are slices, $\delta=8$ is a choice of mesh, and the bond factor makes the ratio depend on it: it is $6.7$ at $\delta=16$ and tends to $6.6$ for a wide wall.

**Q:** How much would that bias my fitted barrier?

**A:** In this model, at one temperature, by $\ln6.8\simeq1.9\,k_BT$. With the macrospin prefactor you would infer a barrier too low by that amount. This is a result for the chain, neither a correction to apply to a real bit nor an estimate of its size there. A real bit also has spin-wave modes across its width and thickness, which the chain omits. They bring determinant factors of their own, whose product grows with the cross-section and with the fineness of the mesh. With $M_s\sim10^6$ A/m and an exchange stiffness near $1.5\times10^{-11}$ J/m, the slice of the example is about 7 nm on a side, roughly one wall width. For such a square section, meshed like the chain, these modes multiply the harmonic rate by about $e^{8.5}$ at $\delta=8$ and $e^{17}$ at $\delta=16$, far more than the factor found here and with no mesh-independent limit in sight. For the chain at a fixed barrier of $60\,k_BT$, the predicted lifetime changes from $3.4\times10^{15}$ s to $5.0\times10^{14}$ s. The Hessian ratio changes by a factor of 29, but the square root and the slower crossing reduce its effect on the rate.

**Q:** Is a factor near seven general?

**A:** No. It depends on field, damping and $\kappa$. In the limit of weak damping and small field, for instance, $4(1+1/q)$ falls from 8 at small $\kappa$ towards 4 at large $\kappa$. For $\kappa=1$ and $\delta=8$, the attempt-rate ratios are:

| $h$ | $\alpha=0.1$ | $\alpha=1$ |
|---|---|---|
| 0.001 | 2.8 | 0.46 |
| 0.02 | 5.7 | 2.0 |
| 0.2 | 6.8 | 5.2 |
| 0.8 | 6.1 | 6.6 |

These entries belong to $\delta=8$. For a wide wall they fall by up to about $5\%$, to $2.6$, $5.4$, $6.6$, $6.1$ at $\alpha=0.1$ and $0.43$, $1.9$, $5.0$, $6.5$ at $\alpha=1$. The weak-damping limit, $4(1+1/\sqrt2)=6.83$, was tested separately at $h=0.001$ and $\alpha=0$, with determinants extrapolated to a wide wall; the result is $6.83$. The close value at $h=0.2$ and $\alpha=0.1$ is not evidence for that limit, since its individual factors are different.

**Q:** When should I distrust the harmonic result itself?

**A:** First at small field. A reversed end domain of length $X$ gains $2hX$, and the wall is attracted to the free end through its tail, with an energy proportional to $-e^{-2X}$. Balancing the two forces gives a curvature $-4h$ in $X$, consistent with $\Lambda=-2h$ times $\int\theta'^2dx\simeq2$. The thermal length $\sqrt{k_BT/4h\varepsilon}$ must be much shorter than the decay length $\frac12$, so $k_BT\ll h\varepsilon$. In the example $k_BT/h\varepsilon=0.10$; I have not calculated the remaining anharmonic correction. At $h=0.001$, where the barrier is close to $2\varepsilon$, even $k_BT<h\varepsilon$ means a barrier of roughly $2000\,k_BT$ or more. That table row shows a trend of the formula, not a practical memory bit.

A small $\kappa$ sets a similar limit. Turning the whole wall about $z$ costs an energy of order $\kappa\varepsilon$ at most, so the saddle is harmonic out of the plane only if $k_BT\ll\kappa\varepsilon$. The example satisfies this, with $k_BT/\kappa\varepsilon=0.02$. The value 8 quoted for small $\kappa$ is a limit of the formula and holds only while this condition does.

At zero field the end-nucleus result fails for another reason: $X$ grows until the far end matters, and by symmetry the wall's energy maximum moves to the middle of the chain.

**Q:** Has the rate formula been checked beyond its own derivation?

**A:** For one macrospin, yes. At $h=0.2$, $\kappa=1$ and $\alpha=0.3$, the escape eigenvalue of the full Fokker–Planck operator is $0.98$ times the formula at $k_BT=0.016\times2K$, and the ratio extrapolates to $1.01$ at zero temperature. For a chain, the linear growth rate was tested against nonlinear motion away from the saddle, and the two agree within $0.1\%$. The complete thermal escape of the chain was not simulated, nor was its energy loss per cycle at $\alpha=0.1$ calculated; that condition remains an assumption of the example. The numerical output gives the individual factors.

## Calculated quantities

```
wall width delta = 8 spacings; spins N = 112
h = 0.2, kappa = 1.0, alpha = 0.1 (dimensionless)
anisotropy field B_K = 0.5 T; barrier = 60 kT
end-spin angle at saddle = 126.82 degrees
chain barrier, lattice = 1.21064 eps
chain barrier, continuum formula = 1.21140 eps
uniform-rotation barrier = 4.480 eps
negative modes of uniform saddle = 5
kT = 0.02018 eps; kT/(h eps) = 0.1009
in-plane det saddle/min, lattice = -0.093229
in-plane det saddle/min, extrapolated = -0.099992
in-plane det saddle/min, formula -h/2 = -0.100000
product of neighbour cosines = 0.92692
formula exp(-b/(2 delta)) = 0.92708
out-of-plane det saddle/min, lattice = 0.243531
out-of-plane det saddle/min, extrapolated = 0.242478
unstable curvature = -0.40794 (2K)
lowest out-of-plane curvature = 1.000000 (2K)
in-plane soft-mode factor = 1.9611
in-plane other-mode factor = 5.4696
out-of-plane soft-mode factor = 1.8000
out-of-plane other-mode factor = 2.2813
Hessian ratio min/|saddle|, chain = 44.045
Hessian ratio min/|saddle|, macrospin = 1.5000
chain/macrospin Hessian ratio = 29.363
square root of that = 5.4188
growth rate, chain = 0.61710 (inverse time units)
growth rate, macrospin = 0.98268 (inverse time units)
inverse time unit = 8.7171e+10 s^-1
attempt rate, chain (4 saddles) = 2.2728e+11 s^-1
attempt rate, macrospin (2 saddles) = 3.3395e+10 s^-1
attempt rate chain/macrospin = 6.8057
equivalent barrier shift = 1.9178 kT
mean lifetime, chain = 5.0247e+14 s
mean lifetime, macrospin prefactor and same barrier = 3.4197e+15 s
h=0.001: unstable curvature = -0.002006 (2K)
h=0.001: out-of-plane det saddle/min = 0.17219
h->0 formula for that ratio = 0.17157
h=0.001: in-plane other-mode factor = 4.0173
h=0.001: out-of-plane other-mode factor = 2.9052
h->0 formula for that factor = 2.9142
h=0.001, alpha=0, wide wall: attempt ratio = 6.8326
h->0, alpha->0 formula = 6.8284
attempt-rate ratio chain/macrospin: h, alpha=0.1, alpha=1
  0.001    2.7724    0.4558
  0.020    5.7293    1.9994
  0.200    6.8057    5.2036
  0.500    6.6138    6.4279
  0.800    6.0640    6.5518
LLG growth, delta=4 test = 0.61628 (inverse time units)
linear growth, same chain = 0.61644 (inverse time units)
Fokker-Planck/formula, kT=0.024 (2K), alpha=0.3: 0.9693
Fokker-Planck/formula, kT=0.016 (2K), alpha=0.3: 0.9816
same ratio extrapolated to kT=0 = 1.0063
```
